# Group-Delay Dispersion of a Linearly Chirped Silicon Bragg Grating

## The problem

A silicon strip waveguide carries a Bragg grating of length $L=1$ cm. The Bragg wavelength rises linearly along the grating, by $\Delta\lambda=10$ nm in total, centred on 1550 nm. The guided mode has phase index $n=2.4$ and group index $n_g=4$. Light enters at the short-wavelength end, and the reflected light is collected.

(a) What is the magnitude of the group-delay dispersion $D=d\tau/d\lambda$ of the reflected light, in ps/nm?

(b) By how much must the grating period change from one end to the other?

Here $\tau$ is the group delay of the reflection. $D$ belongs to the whole device and is not a value per unit length. The "chirp bandwidth" $\Delta\lambda$ is the difference between the Bragg wavelengths at the two ends.

## A tempting solution

A grating of period $\Lambda$ reflects the wavelength
$$\lambda_B=2n\Lambda .$$
The Bragg wavelength is linear in position, so a wavelength $\lambda$ is reflected at
$$z_B(\lambda)=L\,\frac{\lambda-\lambda_{\rm short}}{\Delta\lambda},$$
where $\lambda_{\rm short}$ is the Bragg wavelength at the input. Light in the guide moves at $c/n$. It travels to $z_B$ and back, so $\tau=2nz_B/c$ and
$$D=\frac{2nL}{c\,\Delta\lambda}=16.0\ \text{ps/nm}.$$
For part (b), the Bragg condition gives $\Delta\Lambda=\Delta\lambda/(2n)=2.08$ nm.

Both answers are wrong.

## Where the fault lies

The Bragg condition and the reflection point are correct. The faults come afterwards, and both come from treating $n$ as a constant.

The phase index sets the speed of the wave crests. A group delay is the delay of a pulse envelope. Take the time dependence $e^{-i\omega t}$ and write the reflection coefficient as $r=|r|e^{i\phi(\omega)}$. The reflected pulse is a sum of terms with phase $\phi(\omega)-\omega t$. These add up where the phase is stationary in $\omega$, which gives
$$\tau=\frac{d\phi}{d\omega}.$$
Propagation enters $\phi$ through $\beta=n\omega/c$, so the delay per unit length is
$$\frac{d\beta}{d\omega}=\frac1c\left(n+\omega\frac{dn}{d\omega}\right)
=\frac1c\left(n-\lambda\frac{dn}{d\lambda}\right)=\frac{n_g}{c}.$$
The second form follows from $\omega=2\pi c/\lambda$, for which $\omega\,d/d\omega=-\lambda\,d/d\lambda$. The phase index decides where a wavelength turns back, and the group index decides how long the trip takes. The two indices are equal only if $dn/d\lambda=0$. Here they differ by a factor of 1.67.

The same oversight spoils part (b). When the period changes, the Bragg wavelength changes, and $n$ changes with it.

## The right solution

**(a)** The round trip takes $\tau=2n_gz_B/c$. Since $dz_B/d\lambda=L/\Delta\lambda$,
$$D=\frac{2n_g}{c}\frac{dz_B}{d\lambda}=\frac{2n_gL}{c\,\Delta\lambda}.$$
With the numbers,
$$D=\frac{2\times4\times0.01\ \text{m}}{(2.998\times10^{8}\ \text{m/s})(10\ \text{nm})}
=\frac{266.9\ \text{ps}}{10\ \text{nm}}=26.7\ \text{ps/nm}.$$

The sign is positive because longer wavelengths travel further. If the grating is turned round, $z_B=L(\lambda_{\rm long}-\lambda)/\Delta\lambda$, and $D$ changes sign but keeps its magnitude.

In frequency terms, $\lambda=2\pi c/\omega$ gives $d\lambda/d\omega=-\lambda^2/(2\pi c)$, so
$$\frac{d\tau}{d\omega}=-\frac{\lambda^2}{2\pi c}D=-34\ \text{ps}^2 .$$

**(b)** Differentiate $\lambda_B=2n(\lambda_B)\Lambda$:
$$d\lambda_B=2n\,d\Lambda+2\Lambda\frac{dn}{d\lambda}\,d\lambda_B .$$
Collect the terms in $d\lambda_B$ and insert $2\Lambda=\lambda_B/n$:
$$d\lambda_B\left(1-\frac{\lambda_B}{n}\frac{dn}{d\lambda}\right)=d\lambda_B\,\frac{n_g}{n}=2n\,d\Lambda .$$
Hence
$$\Delta\Lambda=\frac{n_g\,\Delta\lambda}{2n^2}=\frac{4\times10\ \text{nm}}{2\times2.4^2}=3.47\ \text{nm}.$$
The period runs from 321.2 to 324.7 nm. A grating made with the tempting value of 2.08 nm would have a chirp bandwidth of only about 6 nm.

If the period, rather than the Bragg wavelength, is linear in $z$, then $dz/d\lambda=(L/\Delta\Lambda)\,n_g/(2n^2)$. Because $n$ falls with wavelength, $D$ rises slightly across the band, from 26.6 to 26.8 ps/nm.

## May one speak of a single reflection point?

A grating reflects over a distance, so the picture of a mirror at $z_B$ needs support. Let the index alternate between two values that differ by $\Delta n$, each occupying half a period. One interface reflects an amplitude $\Delta n/(2n)$. The two interfaces in a period have opposite signs, but the round trip over half a period adds a phase $\pi$ at the Bragg wavelength, so their reflections add. The reflection per unit length is
$$\kappa=\frac{2}{\Lambda}\,\frac{\Delta n}{2n}=\frac{\Delta n}{n\Lambda}=\frac{2\Delta n}{\lambda}.$$
For $\Delta n=0.003$ this is $38.7$ cm$^{-1}$.

Let $A$ and $B$ be the forward and backward amplitudes, with half the grating phase removed from each. For weak contrast they obey
$$A'=i\delta A+i\kappa B,\qquad B'=-i\delta B-i\kappa A,\qquad \delta=\beta-\frac{\pi}{\Lambda(z)} .$$
These equations keep the net power flow $|A|^2-|B|^2$ constant, as they must without loss. Where the grating varies slowly, try $A,B\propto e^{iqz}$. Then $(q-\delta)A=\kappa B$ and $(q+\delta)B=-\kappa A$. Multiplying the two equations gives
$$q^2=\delta^2-\kappa^2 .$$
The wave propagates where $|\delta|>\kappa$ and decays where $|\delta|<\kappa$. It therefore turns back at the point $z_t$ where $|\delta|=\kappa$, slightly before the Bragg point $\delta=0$.

To find the distance between the two points, note that $\pi/\Lambda(z)$ is the value of $\beta$ at the local Bragg wavelength. With $d\beta/d\lambda=-2\pi n_g/\lambda^2$, the detuning to first order is
$$\delta(z)=\frac{2\pi n_g}{\lambda^2}\,[\lambda_B(z)-\lambda],\qquad
|\delta'|=\frac{2\pi n_g\Delta\lambda}{\lambda^2L}=1046\ \text{cm}^{-2}.$$
The turning point lies before the Bragg point by
$$w=\frac{\kappa}{|\delta'|}=\frac{38.7}{1046}\ \text{cm}=0.37\ \text{mm}.$$

The delay follows from the phase. On the way in $\delta<0$, so the incoming wave has $q=-\sqrt{\delta^2-\kappa^2}$ and the returning wave has the opposite sign. Each leg contributes the same phase, and
$$\phi=-2\int_0^{z_t}\sqrt{\delta^2-\kappa^2}\,dz+\text{const}.$$
The constant belongs to the turning region, which looks the same for every wavelength in a uniform linear chirp. Now differentiate with respect to $\omega$, using $d\delta/d\omega=n_g/c$ and neglecting the slow change of $\kappa$. The moving upper limit contributes nothing, since the root vanishes there. With $-\delta=|\delta|$,
$$\tau=\frac{2n_g}{c}\int_0^{z_t}\frac{|\delta|}{\sqrt{\delta^2-\kappa^2}}\,dz .$$
The integrand exceeds 1 because the light slows down as it nears the turning point. For constant $\kappa$, set $u=z_B-z$, so that $|\delta|=|\delta'|u$:
$$\tau=\frac{2n_g}{c}\int_w^{z_B}\frac{u\,du}{\sqrt{u^2-w^2}}=\frac{2n_g}{c}\sqrt{z_B^2-w^2}
\approx\frac{2n_g}{c}\left(z_B-\frac{w^2}{2z_B}\right).$$
Turning back early and slowing down nearly cancel. The slope is $D\,[1+w^2/(2z_B^2)]$ to this order, which in mid-grating is only 0.3% above the simple formula.

This can be compared with a calculation that uses neither reflection points nor coupled amplitudes. The Fresnel reflections of all layers in 30,968 periods were summed, with a dispersive index and with $\kappa$ raised smoothly from zero over 1 mm at each end. The delay was taken from the phase of $r$. A straight-line fit from 1547 to 1553 nm gives $D=26.82$ ps/nm, and $-26.83$ ps/nm with the grating reversed. The simple formula gives 26.69, and the delay integral with the smooth ends included gives 26.83. A second grating, with $n_g=3$, $L=1.2$ cm and $\Delta\lambda=16$ nm, gives 15.07 ps/nm against 15.01 from the formula.

## Conditions on the grating

**It must be strong enough to reflect most of the light.** Between the turning point and its mirror image beyond $z_B$, the wave decays. Its amplitude falls by the exponential of
$$-\int_{-w}^{w}\sqrt{\kappa^2-\delta'^2x^2}\,dx=-|\delta'|\,\frac{\pi w^2}{2}=-\frac{\pi\kappa^2}{2|\delta'|},$$
where the integral is the area of a half-disc. Squaring gives the transmitted power fraction
$$T=e^{-\pi\kappa^2/|\delta'|}=e^{-4.5}=1.1\% .$$
The layer sum, averaged over the central 1 nm, also gives 1.1%. This is a condition on the reflectivity, not on the dispersion. With smooth ends, a grating of one tenth the contrast has nearly the same $D$, but it reflects only $1-e^{-0.045}=4.4\%$ of the light.

**It must not be too strong for its chirp.** The turning distance must satisfy $w\ll L$, or $\kappa\ll|\delta'|L$. This limits the formula at small $\Delta\lambda$. There $2n_gL/(c\Delta\lambda)$ grows without bound, but $w$ grows as $1/\Delta\lambda$ too. A wavelength with $z_B<w$ finds $|\delta|<\kappa$ already at the input and is reflected there. Once $w$ is comparable with $L$, this happens to much of the band, and the formula fails. A small $w$ is not enough by itself. Even in a weak grating, reflections add in step only while the round-trip phase $|\delta'|x^2$, counted from the Bragg point, stays below about $\pi$. This sets a length $\sqrt{\pi/|\delta'|}$, here 0.55 mm, which must also be much shorter than $L$. A ramp at the input has a different scale. It acts as smooth for a given wavelength when it is long compared with $\pi/|\delta|$ there, that is $\pi/(|\delta'|z_B)$, which is 0.06 mm in mid-band and 0.15 mm at 1547 nm. Wavelengths nearer the band edge need longer ramps. Within its range, the product $D\,\Delta\lambda=2n_gL/c$ is fixed by the length and the group index. For 1 cm it is 267 ps, to be spent on a wide band or on a large dispersion.

**Its ends should be smooth.** If $\kappa$ starts abruptly, the input end reflects a little light at once. For $|\delta|\gg\kappa$ the forward-type solution has $|B/A|=|q-\delta|/\kappa\approx\kappa/(2|\delta|)$, so this front reflection has amplitude $|\rho|\approx w/(2z_B)$. Combined with a strong reflection $e^{i\phi}$ from deeper in, it gives
$$r=\frac{\rho+e^{i\phi}}{1+\rho^*e^{i\phi}}=e^{i\phi}\,\frac{1+\rho e^{-i\phi}}{1+\rho^*e^{i\phi}} .$$
Numerator and denominator of the last fraction are complex conjugates, so the phase becomes $\phi+2\,\mathrm{Im}(\rho e^{-i\phi})$ to first order in $\rho$. The delay then oscillates with amplitude
$$2|\rho|\tau\approx\frac{w}{z_B}\,\frac{2n_gz_B}{c}=\frac{2n_gw}{c}=9.9\ \text{ps},$$
which to leading order is the same for all wavelengths with $z_B\gg w$. In the middle of the band the ripple repeats every $\lambda^2/(c\tau)=0.06$ nm, so the local slope $d\tau/d\lambda$ swings by about $\pm1000$ ps/nm, and only its average over many ripples is close to $D$. The rms value of the delay ripple is $9.9/\sqrt2=7.0$ ps. In the layer sum, the rms departure from a straight line is 7.0 ps with abrupt ends and 0.11 ps with the 1 mm ramps. In this strong grating nearly all of the ripple comes from the input end, because little light reaches the far end.

## Beside a real silicon grating

The indices used here are rough typical values for a silicon strip waveguide near 1550 nm. Even with smooth ends, the local dispersion depends on how closely the Bragg wavelength follows a straight line. As a rough figure, a width change of 1 nm moves the Bragg wavelength by 0.5 to 1 nm, depending on the cross-section, so sub-nanometre drifts matter. A local error $\varepsilon$ moves the reflection point by $-\varepsilon L/\Delta\lambda$ and the delay by about $-D\varepsilon$. For a sinusoidal error of amplitude 0.1 nm and period 5 mm, the delay integral, evaluated from 1547 to 1553 nm, gives a local $D$ between 23.4 and 31.7 ps/nm, which is 12% below to 19% above the ideal value. The integral leaves out the fine ripple that remains from the ends, which moves the limits of this range outwards by up to about 3 ps/nm. With ten times that amplitude, the error would change by up to 1.3 nm per mm, faster than the chirp of 1 nm per mm. Some wavelengths would then meet their Bragg condition at more than one place, and the one-to-one link between wavelength and reflection point, on which the formula rests, would be lost.

The estimate $-D\varepsilon$ is itself somewhat low in this example. It predicts an rms delay error of 1.76 ps (1.77 ps if the shifted reflection point is located exactly), while the layer sum gives 2.05 ps and the delay integral 2.06 ps. The difference comes from the slowing near the turning point, which gives the error there extra weight. When $\kappa$ in the integral is reduced tenfold, with the error held fixed, the result falls to 1.78 ps.

Other effects are smaller or of a different kind:

- **Loss.** At a rough 2 dB/cm, light reflected at $z_B$ loses 2 dB/cm over a path $2z_B$. The reflected spectrum tilts by $2\times2\ \text{dB}/10\ \text{nm}=0.4$ dB/nm, weaker at long wavelengths.
- **Temperature.** An index change $\delta n$ at fixed period gives $d\lambda_B(n_g/n)=2\Lambda\,\delta n$, hence $d\lambda_B=\lambda\,\delta n/n_g$. With a rough $2\times10^{-4}$ per kelvin, the band moves by about 0.08 nm/K. At a fixed wavelength this shifts the delay by about $-2$ ps/K, while a uniform shift of the band leaves its slope unchanged.
- **Waveguide dispersion.** If $n_g$ varies with wavelength, $\tau=2z_Bn_g/c$ gains a slope $2z_BD_{\rm wg}$, where $D_{\rm wg}=(1/c)\,dn_g/d\lambda$. Even for a magnitude as large as 2000 ps/(nm km), this is at most 0.04 ps/nm. The change of $n_g$ in $2n_gL/(c\Delta\lambda)$ adds at most a further 0.02 ps/nm at the band edges.
- **Two-photon absorption.** With a rough coefficient of 0.5 cm/GW, 1 mW in a mode area of 0.1 µm² adds 0.002 dB/cm, far below the assumed linear loss. It grows in proportion to power. The carriers it creates absorb too, and that loss grows as the square of the power, so it can dominate at high power.

The model is one-dimensional, and its ramps keep the mean index fixed. In a real grating, tapering the corrugation generally shifts the mean index and with it the local Bragg wavelength, unless this is compensated in the design. It leaves out radiation from the grating, backscatter from rough sidewalls and coupling to other modes, and their effect on the delay is not estimated here. The remaining figures of the example are in the numerical output.

## Values computed for the example and the checks

```
Grating length: 1.0 cm
Chirp bandwidth: 10.0 nm
Group index: 4.0; phase index: 2.4
Centre wavelength: 1550 nm
Index contrast, peak to peak: 0.0030
End ramp length: 1.0 mm
Total delay span 2 n_g L/c: 266.9 ps
D from formula: 26.69 ps/nm
dtau/domega from formula: -34.04 ps^2
D if phase index were used: 16.01 ps/nm
Number of periods simulated: 30968
D from layer sum: 26.82 ps/nm
Fit window: 1547.0 to 1553.0 nm
Shift of D with half the samples: 0.0006 ps/nm
D from layer sum, reversed grating: -26.83 ps/nm
dtau/domega from layer sum: -34.21 ps^2
Second grating: n_g 3.0, 1.2 cm, 16 nm
Second grating D, formula: 15.01 ps/nm
Second grating D, layer sum: 15.07 ps/nm
Period at short end: 321.18 nm
Period at long end: 324.66 nm
Period change, exact: 3.472 nm
Period change, n_g*chirp/(2n^2): 3.472 nm
Period change, naive chirp/(2n): 2.083 nm
Coupling coefficient kappa: 38.7 /cm
Detuning slope: 1046 /cm^2
Turning point before Bragg point, w: 0.370 mm
D from turning-point delay: 26.83 ps/nm
Layer sum minus turning-point delay, rms: 0.026 ps
Transmitted fraction, formula: 1.11 %
Transmitted fraction, layer sum: 1.11 %
Delay ripple, smoothed ends, rms: 0.11 ps
Delay ripple, abrupt ends, rms: 7.04 ps
Waveguide loss (rough): 2.0 dB/cm
Spectral tilt from loss, formula: -0.400 dB/nm
Spectral tilt from loss, layer sum: -0.402 dB/nm
Bragg error amplitude: 0.10 nm, period 5.0 mm
Delay error rms, reflection-point picture: 1.77 ps
Delay error rms, turning-point integral: 2.06 ps
Delay error rms, layer sum: 2.05 ps
Delay error rms, integral at kappa/10: 1.78 ps
Local D with this error, turning-point integral: 23.4 to 31.7 ps/nm
Linear period instead: D at short end 26.57 ps/nm
Linear period instead: D at long end 26.80 ps/nm
Thermo-optic coefficient (rough): 2.0e-04 /K
Bragg shift on heating: 0.0775 nm/K
Delay change at fixed wavelength: -2.07 ps/K
Waveguide dispersion (rough size): 2000 ps/(nm km)
Its largest addition to D: 0.040 ps/nm
Two-photon coefficient (rough): 0.5 cm/GW
Power 1 mW in mode area 0.1 um^2
Two-photon loss at that power: 0.0022 dB/cm
```
